# Exponential Write-Error Tail of an Overdriven Perpendicular Macrospin

A memory bit is stored in a thin magnetic layer whose magnetization prefers to point up or down. A current pulse with spin polarization along the same axis is to reverse it from up to down. The current is above threshold, yet some pulses fail, because the torque vanishes when the magnetization lies on the axis and the initial direction is thermally random. Error rates near $10^{-3}$ are quickly measured; a memory may need $10^{-9}$. Extrapolating between them requires the correct law for the write error as a function of pulse duration.

One tempting argument runs as follows. The two transverse components of the initial magnetization are Gaussian, so the switching time is roughly Gaussian, and so is the error tail. The conclusion fails in a case simple enough to work out completely.

## The model

The layer is a single macrospin with unit magnetization $\mathbf m$, $z=m_z=\cos\theta$, and uniaxial anisotropy field $B_k=\mu_0H_k$ along $\hat{\mathbf z}$. Its energy barrier is $\Delta k_BT$. The damping constant is $\alpha$, $\gamma>0$ is the gyromagnetic ratio, and the damping-like torque has constant efficiency. With $i$ the current divided by its threshold value, the noise-free equation is

$$\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},$$
$$\mathbf T=-\gamma B_k z\,\mathbf m\times\hat{\mathbf z}+i\alpha\gamma B_k\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

Take the cross product of the first equation with $\mathbf m$. Since $\dot{\mathbf m}\perp\mathbf m$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, so $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}$. Substitution gives

$$(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T .$$

For the $z$ component, use $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=z\mathbf m-\hat{\mathbf z}$, whose $z$ component is $-(1-z^2)$, while $\mathbf m\times\hat{\mathbf z}$ has none. Thus $T_z=-i\alpha\gamma B_k(1-z^2)$ and $(\mathbf m\times\mathbf T)_z=\gamma B_kz(1-z^2)$. In the dimensionless time

$$\tau=\frac{\alpha\gamma B_k}{1+\alpha^2}\,t$$

the motion is

$$\frac{dz}{d\tau}=-(1-z^2)(i-z),\qquad \frac{d\theta}{d\tau}=(i-\cos\theta)\sin\theta. \tag{1}$$

Precession has dropped out. Near $\theta=0$ the angle grows at the rate $\lambda=i-1$, which confirms that $i=1$ is the threshold. We take $i>1$, a rectangular pulse, and thermal equilibrium in the upper well at its start. A write error means $z>0$ at the end of the pulse; its probability is WER.

## Counter-example without noise during the pulse

First let temperature act only on the initial state. A spin starting at $z_0$ reaches the equator after

$$\tau_s=\int_0^{z_0}\frac{dz}{(1-z)(1+z)(i-z)} .$$

Evaluating the residual factors at $z=1$, $-1$ and $i$ gives the partial fractions

$$\frac{1}{2(i-1)}\frac1{1-z}+\frac1{2(i+1)}\frac1{1+z}-\frac1{i^2-1}\frac1{i-z},$$

and therefore

$$\tau_s=-\frac{\ln(1-z_0)}{2(i-1)}+\frac{\ln(1+z_0)}{2(i+1)}+\frac{\ln[(i-z_0)/i]}{i^2-1}. \tag{2}$$

The first term diverges logarithmically on the axis. For $w=1-z_0\ll\lambda$ and $w\ll1$, put $z_0=1$ in the other two terms. Setting $\tau_s$ equal to the pulse duration $\tau$ and multiplying by $2\lambda$ gives

$$\ln w_c=-2\lambda\tau+\frac{\lambda}{i+1}\ln2+\frac{2}{i+1}\ln\frac{\lambda}{i}.$$

Because $w\simeq\theta_0^2/2$, the critical angle satisfies

$$\theta_c^2=K e^{-2\lambda\tau},\qquad K=2^{2i/(i+1)}\left(\frac{i-1}{i}\right)^{2/(i+1)}. \tag{3}$$

Spins that start inside this angle fail. The Boltzmann density in $z$ is proportional to $e^{-\Delta(1-z^2)}$. With $u=2\Delta(1-z)\simeq\Delta\theta^2$, the exponent is $-u$ near the axis, so $u$ has density $e^{-u}$. Hence

$$\mathrm{WER}_0\simeq1-e^{-\Delta\theta_c^2}\longrightarrow\Delta K e^{-2\lambda\tau}. \tag{4}$$

The initial components are indeed Gaussian, but failure requires both to be small. The density of a two-dimensional Gaussian is finite at its centre, so the probability of a small disc is proportional to its area, and that area shrinks exponentially with pulse duration. A Gaussian input has become an exponential tail through the logarithm in (2).

Take $\Delta=60$ and $i=2$. Then $K=2^{4/3}2^{-2/3}=1.587$. At $\tau=6$, equation (4) gives $60\times1.587\times e^{-12}=5.85\times10^{-4}$. Backward integration of the motion and quadrature over the full Boltzmann density give $5.80\times10^{-4}$, lower by 0.9%.

## What a Gaussian fit predicts

The real pulse also contains thermal noise. For the same parameters, a numerical solution of the Fokker–Planck equation derived below gives a switching-time mean of 2.235 and a standard deviation of 0.623, treating WER as the survival curve. A Gaussian with these two moments can be compared with it:

| $\tau$ | WER, Fokker–Planck | WER, Gaussian |
|---:|---:|---:|
| 3 | $1.10\times10^{-1}$ | $1.10\times10^{-1}$ |
| 4 | $1.53\times10^{-2}$ | $2.32\times10^{-3}$ |
| 6 | $2.73\times10^{-4}$ | $7.7\times10^{-10}$ |
| 8 | $4.84\times10^{-6}$ | $1.1\times10^{-20}$ |

The agreement at $\tau=3$ is a crossing of two curves, not evidence about the tail. A sharper diagnostic is the local decay rate $-d\ln\mathrm{WER}/d\tau$. For a Gaussian with mean $\bar\tau$ and standard deviation $\sigma$, the upper tail is approximately its density times $\sigma^2/(\tau-\bar\tau)$, so the decay rate approaches $(\tau-\bar\tau)/\sigma^2$ and grows without limit. Between $\tau=6$ and $12$ it rises from 9.9 to 25.2. The Fokker–Planck rate stays at 2.016.

For a target of $10^{-6}$, the Gaussian selects $\tau=5.198$, which lies $(5.198-2.2354)/0.6232\simeq4.75$ standard deviations above the mean. The model's actual error there is $1.37\times10^{-3}$, more than a thousand times the target. The required duration is $\tau=8.782$.

## The correct statement

For fixed $i>1$, $\Delta\gg1$ and $\Delta(i-1)^2\gg1$, the leading long-pulse tail, above a stationary floor, is

$$\boxed{\mathrm{WER}\simeq A e^{-2(i-1)\tau},\qquad A=\Delta K\frac{i-1}{i}.} \tag{5}$$

Including the first thermal correction, its decay rate is

$$\Lambda=2(i-1)+\frac{3-i}{(i-1)\Delta}+O(\Delta^{-2}). \tag{6}$$

Noise keeps the exponential form but changes the amplitude and the account of which initial states fail.

## Proof: noise and the amplitude

Let $P(z,\tau)$ be the probability density. Conservation of probability with velocity (1) gives the drift term. The thermal field is white and isotropic. Its components perpendicular to $\mathbf m$ enter the velocity through a rotation and a common scale factor, so they produce isotropic diffusion on the sphere, with some constant $D$:

$$\partial_\tau P=\partial_z\{(1-z^2)[(i-z)P+D\,\partial_zP]\}.$$

At $i=0$ the bracket must vanish for the equilibrium density $e^{\Delta z^2}$. Since its derivative is $2\Delta z$ times itself, $-z+2D\Delta z=0$ and $D=1/(2\Delta)$. We assume that the current adds no noise of its own and does not heat the layer. A stochastic simulation of the full vector equation agrees with this reduction: at $\tau=3$ it gives an error of 0.109, against 0.110 from the Fokker–Planck equation.

Near the axis, use two transverse angles in the frame that follows the precession. Each grows at rate $\lambda$ and receives noise of variance $2D\,d\tau=d\tau/\Delta$. Its variance $s$ obeys

$$\frac{ds}{d\tau}=2\lambda s+\frac1\Delta,\qquad s(0)=\frac1{2\Delta},$$

where the initial value follows from $e^{-\Delta\theta^2}$. The solution is

$$s=\frac{e^{2\lambda\tau}}{2\Delta}+\frac{e^{2\lambda\tau}-1}{2\lambda\Delta}
=\frac{i e^{2\lambda\tau}-1}{2\lambda\Delta}, \tag{7}$$

since $\lambda+1=i$.

Now divide a long pulse at a time $\tau_1$. Up to $\tau_1$ use the linear noisy motion; afterwards use the nonlinear motion without noise. By (3), the spin fails if $\theta^2(\tau_1)<\theta_*^2=K e^{-2\lambda(\tau-\tau_1)}$. The noise can be dropped after $\tau_1$ if $\theta_*^2\gg1/(\lambda\Delta)$. The linear motion is valid before $\tau_1$ if $\theta_*^2\ll\lambda$ and $\theta_*^2\ll1$. For moderate $i$ these requirements overlap when $\Delta\lambda^2\gg1$, which is the origin of that condition. The Gaussian form of the initial state separately requires $\Delta\gg1$.

The probability that a two-dimensional Gaussian lies inside the disc is $1-e^{-\theta_*^2/(2s)}$. For $e^{2\lambda\tau_1}\gg1$, equation (7) gives

$$\frac{\theta_*^2}{2s(\tau_1)}\simeq
K e^{-2\lambda(\tau-\tau_1)}\frac{\lambda\Delta}{i e^{2\lambda\tau_1}}
=A e^{-2\lambda\tau}.$$

The arbitrary time $\tau_1$ cancels, leaving

$$\mathrm{WER}\simeq1-\exp[-A e^{-2\lambda\tau}], \tag{8}$$

whose tail is (5). This is a Gumbel distribution of switching times. For the example, $A=60\times1.587/2=47.6$, and (8) differs from the Fokker–Planck error by at most 0.021 in absolute probability over the computed curve.

Compared with (4), noise during the pulse multiplies the tail by $(i-1)/i$. It broadens the distribution and so lowers the density at the centre, where failures occur. The predicted factor is 0.5 for $i=2$. The computed ratio at $\tau=6$ is 0.470 for $\Delta=60$ and 0.492 for $\Delta=240$, approaching the prediction as the barrier grows.

## Proof: the exponential rate

Let $q(z,\tau)$ be the failure probability for a spin that starts at $z$. The backward equation is $\partial_\tau q=\mathcal Lq$, with

$$\mathcal Lq=-(1-z^2)(i-z)q_z+\frac1{2\Delta}\partial_z[(1-z^2)q_z].$$

Define $p(z)=e^{\Delta z^2-2\Delta iz}$. Since $p_z/p=-2\Delta(i-z)$, the operator can be written

$$\mathcal Lq=\frac1{2\Delta p}\partial_z[(1-z^2)p\,q_z].$$

It is self-adjoint with weight $p$. Integration by parts gives $\int p\,q\mathcal Lq\,dz=-(2\Delta)^{-1}\int(1-z^2)p\,q_z^2\,dz\le0$, with equality for a constant $q$. At finite $\Delta$ the weight is smooth and positive on the whole interval, so the spectrum is discrete, as it is for the Legendre operator. The error therefore approaches its stationary value as a sum of decaying exponentials, and the slowest one governs the tail.

To find its rate, substitute $u=2\Delta(1-z)$. Then $\partial_z=-2\Delta\partial_u$, $1-z^2=(u/\Delta)[1-u/(4\Delta)]$ and $i-z=\lambda+u/(2\Delta)$. Expansion gives $\mathcal L=\mathcal L_0+\mathcal L_1/\Delta+\cdots$, where

$$\mathcal L_0q=2\lambda uq'+2(uq')',$$
$$\mathcal L_1q=\left(1-\frac\lambda2\right)u^2q'-\frac12(u^2q')'.$$

Write $q=e^{-\lambda u}g$. Direct differentiation yields

$$\mathcal L_0q=e^{-\lambda u}\left[2ug''+(2-2\lambda u)g'-2\lambda g\right].$$

At leading order the weight is $p\propto e^{\lambda u}$, so a solution regular at $u=0$ has finite norm only if $g$ is a polynomial; otherwise $g$ grows as $e^{\lambda u}$ up to a power. For a polynomial $g$ of degree $n$, the highest power is multiplied by $-2\lambda(n+1)$. The slowest of these modes has $g=1$ and rate $2\lambda$. Near the opposite pole, $1+z$ relaxes at the faster rate $2(i+1)$.

For the correction, put $q=f+q_1/\Delta$ with $f=e^{-\lambda u}$, and $\Lambda=2\lambda+\Lambda_1/\Delta$. Integrate $\mathcal Lq=-\Lambda q$ over $u$ from zero to infinity. Because $\int\mathcal L_0q_1\,du=-2\lambda\int q_1\,du$, the terms in $q_1$ cancel. What remains is

$$-\Lambda_1\int f\,du=\left(1-\frac\lambda2\right)\int u^2f'\,du .$$

Here $\int f\,du=1/\lambda$ and $\int u^2f'\,du=-2\int uf\,du=-2/\lambda^2$. Thus $\Lambda_1=(2-\lambda)/\lambda=(3-i)/(i-1)$, which is (6).

For $i=2$, $\Delta=60$, the formula gives 2.0167; the numerical spectrum gives 2.0159. The small excess over 2 accumulates. Between $\tau=6$ and $12$ it changes the ratio of the true tail to (5) by $e^{-6\times0.0159}=0.909$. The computed errors show the same change: they are 0.932 of the Gumbel value at $\tau=6$ and 0.847 at $\tau=12$. Equation (5) is thus a leading law in $1/\Delta$, and (6) is needed when $|3-i|\,\tau/[(i-1)\Delta]$ is not small. Near threshold this happens for $\tau$ far below $\Delta$; at $i=3$ the first correction vanishes.

## Which initial states fail?

The slowest mode says that, in a long pulse, the failure probability depends on the start as $e^{-\lambda u}$. Multiplying by the initial density $e^{-u}$ gives a density proportional to $e^{-iu}$ among failed writes. A fraction

$$\frac{\int_1^\infty e^{-iu}du}{\int_0^\infty e^{-iu}du}=e^{-i}$$

of them start at $u>1$. For $i=2$ this is 0.135; the Fokker–Planck result is 0.134 (the listed output, whose angular cells displace the cut at $u=1$ slightly, shows 0.136, and likewise 0.375 and $9.9\times10^{-5}$ for the next two values). These starts make up 0.373 of all writes, so they are under-represented among failures but not absent.

Without noise, (2) shows that all starts with $u>1$ switch by $\tau=2.28$. With noise, their error at $\tau=6$ is still $9.8\times10^{-5}$, because a fluctuation can return a spin to the neighbourhood of the axis. Near-axis initial states by themselves explain the noise-free tail (4). With noise during the pulse, the tail belongs to paths that linger near the axis during the pulse, wherever in the initial well they began.

## Limits and the stationary floor

For strong overdrive, $i\to\infty$, we have $K\to4$ and $A\to4\Delta$. At a fixed error level the required pulse then has $\tau\ll1$. Anisotropy is negligible during such a pulse, and (1) gives $\tan(\theta/2)=e^{i\tau}\tan(\theta_0/2)$. Reaching the equator requires $\theta_0\simeq2e^{-i\tau}$, which reproduces $K=4$.

At threshold the result fails. For $i=1$ without noise, $w=1-z$ obeys $dw/d\tau=w^2(2-w)\simeq2w^2$ near the axis. Hence $w_c\simeq1/(2\tau)$ and $\mathrm{WER}_0\simeq2\Delta w_c=\Delta/\tau$ for $\tau\gg\Delta$: an algebraic tail. Noise restores a discrete spectrum, but (6) does not give its lowest rate.

The exponential also ends eventually. The stationary density under current is $p(z)$. Near $z=0$ it falls as $e^{-2\Delta iz}$, so the upper hemisphere has weight about $1/(2\Delta i)$. Near $z=-1$, with $v=1+z$, it is $e^{\Delta(1+2i)}e^{-2\Delta(i+1)v}$, of weight $e^{\Delta(1+2i)}/[2\Delta(i+1)]$. The floor is therefore

$$\mathrm{WER}_\infty\simeq\frac{i+1}{i}e^{-\Delta(1+2i)},$$

about $10^{-130}$ here and irrelevant to the durations considered.

The choice of $z=0$ as the decision line affects the amplitude, not the rate. Moving the line to $z=-0.5$ multiplies the computed tail by 1.64 at $\tau=11$. Equation (2), continued to $z_0=-0.5$, gives $-0.244$: the spin needs an extra time of 0.244 to travel from the equator to the new line. The leading factor is thus $e^{2\times0.244}=1.63$.

## Durations in nanoseconds

Let $\alpha=0.01$ and $B_k=0.5$ T, round model values. One unit of $\tau$ is then 1.136 ns. The Fokker–Planck equation requires 9.98 ns for an error of $10^{-6}$ and 13.87 ns for $10^{-9}$. The leading law (5) gives 10.04 and 13.96 ns. The Gaussian gives 5.90 and 6.79 ns; at the latter duration the actual error is $2.9\times10^{-4}$.

Each further factor of ten costs $\ln10/2.016=1.14$ units of $\tau$, or 1.30 ns. This constant cost per decade is the practical signature of the exponential tail. The estimate applies to coherent reversal with an axial torque; non-uniform reversal, a tilted field and device-to-device variation lie outside the derivation. The numerical output lists the remaining comparisons.

## Table of computed values

```
Delta = 60, overdrive i = 2.0 (dimensionless)
damping alpha = 0.01, mu0*H_k = 0.5 T
gyromagnetic ratio = 1.76086e+11 1/(s T)
time for tau = 1: 1.1359 ns
K = 1.5874, tail amplitude A = 47.622
vector test: alpha = 0.1, theta0 = 0.02 rad
  switching tau: vector 4.14314, formula 4.14314
noise-free WER, tau=6: flow 5.8007e-04, law 5.8520e-04
simulation: 20000 paths, alpha = 0.2
  tau=2: simulated WER 0.5939, FP 0.5949
  tau=3: simulated WER 0.1089, FP 0.1098
  tau=4: simulated WER 0.0150, FP 0.0153
largest |FP - Gumbel| in WER = 0.0210
tau, WER FP, WER Gumbel, WER Gaussian:
   3 1.098e-01 1.113e-01 1.099e-01
   4 1.527e-02 1.585e-02 2.317e-03
   6 2.726e-04 2.926e-04 7.675e-10
   8 4.836e-06 5.359e-06 1.124e-20
  10 8.581e-08 9.816e-08 6.247e-36
  12 1.522e-09 1.798e-09 1.248e-55
tau, decay rate per unit tau: FP, Gaussian:
   3 1.9136 2.7434
   4 2.0030 5.0174
   6 2.0157 9.9455
   8 2.0159 15.0118
  10 2.0159 20.1188
  12 2.0159 25.2426
FP/leading tail, tau=10: Delta=60 0.8742, Delta=240 0.9658
FP/noise-free, tau=6: Delta=60 0.4699, Delta=240 0.4923
i, Delta, slowest rate per unit tau: spectrum, formula:
  1.5 240 1.01206 1.01250
  2.0 60 2.01588 2.01667
  2.0 240 2.00412 2.00417
  3.0 60 3.99990 4.00000
starts with u>1: fraction of all writes 0.3747
  fraction of failures 0.1359, law 0.1353
  noise-free: all switched by tau = 2.2803
  with noise: their WER at tau=6 = 9.885e-05
WER ratio, line m_z=-0.5 to m_z=0, tau=11: 1.6387
log10 stationary floor: quadrature -130.112, law -130.112
switching tau: mean 2.2354, std. deviation 0.6232
target WER 1e-06: pulse tau and ns
  FP: 8.782, 9.98 ns
  law: 8.839, 10.04 ns
  Gaussian: 5.198, 5.90 ns
  actual WER at Gaussian pulse: 1.373e-03
target WER 1e-09: pulse tau and ns
  FP: 12.209, 13.87 ns
  law: 12.293, 13.96 ns
  Gaussian: 5.973, 6.79 ns
  actual WER at Gaussian pulse: 2.876e-04
```
